# Effective diffusion length of a hyperbolic-cosine source-drain barrier

## What fails without an effective length

A compact model of subthreshold current needs a length by which to divide the diffusion coefficient. Two obvious choices fail at opposite ends of the scaling range. For the silicon fin treated below, with a 25 nm gate, the length that belongs in the drift-diffusion formula is 5.9 nm, so using the gate length makes the current 4.2 times too small. Replacing the barrier top by a parabola gives 6.1 nm, which is good. The same parabola at a gate length of 100 nm gives 515 nm, five times the channel itself, where the correct value is 67 nm.

One expression covers both cases. If the midplane potential above its long-channel value is $\phi=A\cosh[(x-x_m)/\lambda]$, and $a=qA/kT$, then

$$L_{\rm eff}=2\lambda e^{a}K_0(a),\qquad L_{\rm eff}\to L_G=\lambda\sqrt{2\pi/a}\quad(a\gg1).$$

The result rests on extending the barrier tails to infinity, an approximation for whose error an upper bound is derived later. It gives the drift-diffusion length. Whether drift-diffusion describes the device is a separate question, and for the 25 nm example the answer is no.

## The barrier

Take an undoped body of thickness $t_{si}$ between two identical gates, each behind an oxide of thickness $t_{ox}$. In subthreshold the mobile charge is neglected. Subtract from the potential its long-channel value, which does not depend on $x$. The remainder obeys Laplace's equation and vanishes at the gates. With $y$ measured from the midplane, a separable solution varying as $e^{\pm x/\lambda}$ has the transverse shape

$$g=\cos(y/\lambda)\ \text{(body)},\qquad g=C\sin\frac{t_{si}/2+t_{ox}-y}{\lambda}\ \text{(upper oxide)}.$$

At $y=t_{si}/2$ the potential and the normal displacement are continuous:

$$\cos\frac{t_{si}}{2\lambda}=C\sin\frac{t_{ox}}{\lambda},\qquad \varepsilon_{si}\sin\frac{t_{si}}{2\lambda}=\varepsilon_{ox}C\cos\frac{t_{ox}}{\lambda}.$$

Dividing the second by the first removes $C$:

$$\tan\frac{t_{si}}{2\lambda}\,\tan\frac{t_{ox}}{\lambda}=\frac{\varepsilon_{ox}}{\varepsilon_{si}}.$$

The largest root $\lambda$ decays most slowly and is the one kept. On the midplane, $\phi''=\phi/\lambda^2$.

Let $\phi(0)=V_s$ at the source and $\phi(L)=V_d=V_s+V_{DS}$ at the drain, with $V_s>0$, $V_{DS}\ge0$ and $\ell=L/\lambda$. Then

$$\phi=\frac{V_s\sinh(\ell-x/\lambda)+V_d\sinh(x/\lambda)}{\sinh\ell}=Pe^{x/\lambda}+Qe^{-x/\lambda},$$

$$P=\frac{V_d-V_se^{-\ell}}{2\sinh\ell},\qquad Q=\frac{V_se^{\ell}-V_d}{2\sinh\ell}.$$

$P$ is positive because $V_d\ge V_s$. If $Q$ is positive too, set $A=2\sqrt{PQ}$ and $e^{2x_m/\lambda}=Q/P$. Then $\tfrac12Ae^{-x_m/\lambda}=P$ and $\tfrac12Ae^{x_m/\lambda}=Q$, so the sum is $A\cosh[(x-x_m)/\lambda]$. Multiplying out $4PQ$ gives

$$A^2=\frac{2V_sV_d\cosh\ell-V_s^2-V_d^2}{\sinh^2\ell}.$$

The minimum of $\phi$ lies to the right of the source if $Q>P$, that is, if $V_d<V_s\cosh\ell$. It lies to the left of the drain if $V_s<V_d\cosh\ell$, which holds for $V_d\ge V_s$. When the first condition fails there is no barrier top inside the channel, and the formulas below must not be used.

Electrons have energy $U={\rm const}-q\phi$, so the minimum of $\phi$ is the top of the barrier. A larger $A$ means a lower barrier and a more sharply curved one, since $|U''(x_m)|=qA/\lambda^2=a\,kT/\lambda^2$.

## From constant flux to a length

Let $F$ be the electron flux toward the drain. The force is $-U'$, and with the Einstein relation $D=\mu kT/q$ and constant $\mu$,

$$F=-D\left(n'+\frac{nU'}{kT}\right)=-De^{-U/kT}\frac{d}{dx}\left(ne^{U/kT}\right).$$

For nondegenerate electrons $n=N_c e^{(E_F-U)/kT}$, so the bracket on the right is $N_ce^{E_F/kT}$. Without recombination $F$ is constant. Multiplying by $e^{U/kT}$ and integrating from source to drain gives

$$F\int_0^L e^{U/kT}dx=DN_c\left(e^{E_{Fs}/kT}-e^{E_{Fd}/kT}\right),\qquad E_{Fs}-E_{Fd}=qV_{DS}.$$

Define $n_{top}=N_ce^{(E_{Fs}-U_{max})/kT}$, the density the top would have in equilibrium with the source. Dividing both sides by $e^{U_{max}/kT}$,

$$F=\frac{Dn_{top}}{L_{\rm eff}}\left(1-e^{-qV_{DS}/kT}\right),\qquad L_{\rm eff}=\int_0^L e^{(U-U_{max})/kT}dx.$$

The weight in the integral is one at the top and falls by a factor $e$ for each $kT$ of descent. The effective length is therefore the width of the resistive part of the barrier. The source and drain ends may be degenerate, which the Boltzmann relation does not describe, but their density is so high that almost none of the quasi-Fermi drop occurs there.

The actual density at the top is not $n_{top}$ once a drain bias is applied. The cosh barrier with infinite tails is symmetric about $x_m$, so half of the drop in $e^{E_F/kT}$ occurs on each side, and $n(x_m)=\tfrac12n_{top}(1+e^{-qV_{DS}/kT})$. A simulator's density at the top must be converted in this way before it is used as $n_{top}$.

## The Bessel function and the cost of infinite tails

With $t=(x-x_m)/\lambda$ the exponent is $(U-U_{max})/kT=-a(\cosh t-1)$. Extending both limits to infinity and using the even symmetry,

$$L_{\rm eff}=2\lambda e^a\int_0^\infty e^{-a\cosh t}dt=2\lambda e^aK_0(a).$$

The last integral is a standard representation of $K_0$. To see that it satisfies the modified Bessel equation of order zero, call it $I(a)$ and differentiate under the integral sign:

$$aI''+I'-aI=\int_0^\infty(a\sinh^2t-\cosh t)e^{-a\cosh t}dt=-\left[\sinh t\,e^{-a\cosh t}\right]_0^\infty=0.$$

The integral decays as $a\to\infty$, which selects the multiple of $K_0$; the normalization is the usual one, $K_0\to\sqrt{\pi/2a}\,e^{-a}$, confirmed for $I$ in the next section.

The tails add to the true finite-channel integral. Let $v$ be $qV_s/kT$ or $qV_d/kT$, and let $t_e>0$ be the distance from the top to that end in units of $\lambda$, so $a\cosh t_e=v$. Beyond the end $\sinh t/\sinh t_e\ge1$, hence

$$\int_{t_e}^\infty e^{-a(\cosh t-1)}dt\le\frac{1}{a\sinh t_e}\int_{t_e}^\infty a\sinh t\,e^{-a(\cosh t-1)}dt=\frac{e^{-(v-a)}}{\sqrt{v^2-a^2}}.$$

Multiplied by $\lambda$, this bounds the length added at that end. What matters is the barrier height in units of $kT$, $v-a$, and not the gate length as such. In a deliberately shallow case, with end potentials of 5 and 7 thermal voltages and $\ell=4$, the tails contribute $0.0063\lambda$ against a total bound of $0.0075\lambda$.

The flux formula was also tested against a finite-difference solution of the drift-diffusion equation itself. For end potentials of 10 and 14 thermal voltages, a drain bias of 4, $\ell=5$ and equal contact densities, the numerical and analytic fluxes are both 3.947 in units of $D/\lambda$ times the source-equilibrium density at $\phi=0$.

## The Gaussian limit, with its error

Put $w=2\sinh(t/2)$. Then $\cosh t-1=2\sinh^2(t/2)=w^2/2$ and $dw=\cosh(t/2)\,dt=\sqrt{1+w^2/4}\,dt$. Without approximation,

$$L_{\rm eff}=\lambda\int_{-\infty}^{\infty}\frac{e^{-aw^2/2}}{\sqrt{1+w^2/4}}\,dw.$$

For large $a$ only small $w$ contributes, the root tends to one, and the Gaussian integral gives

$$L_G=\lambda\sqrt{\frac{2\pi}{a}}=\sqrt{\frac{2\pi kT}{|U''(x_m)|}}.$$

High curvature thus means $|U''|\lambda^2\gg kT$. Combined with $L_{\rm eff}=2\lambda e^aI(a)$, this also confirms the normalization of $I$.

For $z>0$ the second derivative of $(1+z)^{-1/2}$ is positive and the third is negative. Taylor's theorem with remainder then gives

$$1-\frac z2<(1+z)^{-1/2}<1-\frac z2+\frac{3z^2}{8}.$$

Insert $z=w^2/4$. Under the weight $e^{-aw^2/2}$ the averages are $\langle w^2\rangle=1/a$ and $\langle w^4\rangle=3/a^2$. Therefore

$$1-\frac1{8a}<\frac{L_{\rm eff}}{L_G}<1-\frac1{8a}+\frac9{128a^2}.$$

The integral for $L_{\rm eff}$ also shows that $L_{\rm eff}<L_G$ for every $a$, because the root exceeds one. Physically, the cosh barrier falls away faster than the parabola that touches it at the top. The error of $L_G$, relative to $L_G$, is below $1/(8a)$, so $a\ge12.5$ guarantees one percent. Direct quadrature gives ratios of 0.913, 0.964 and 0.988 at $a=1$, 3 and 10, inside the bounds each time.

## The opposite limit: a long channel

For small $a$, write

$$K_0(a)=\int_0^\infty e^{-(a/2)e^t}\,e^{-(a/2)e^{-t}}dt.$$

Replacing the second factor by one changes the integral by at most $\int_0^\infty(a/2)e^{-t}dt=a/2$. In what remains put $s=(a/2)e^t$ and integrate by parts:

$$\int_{a/2}^\infty\frac{e^{-s}}s\,ds=-e^{-a/2}\ln\frac a2+\int_{a/2}^\infty e^{-s}\ln s\,ds\;\to\;\ln\frac2a-\gamma,$$

where $\gamma=-\int_0^\infty e^{-s}\ln s\,ds\approx0.577$. With $v_s=qV_s/kT$ and $v_d=qV_d/kT$ held fixed and $\ell$ large, the formula for $A$ reduces to $a\approx2\sqrt{v_sv_d}\,e^{-\ell/2}$. Hence

$$L_{\rm eff}\to2\lambda\left(\ln\frac2a-\gamma\right)=L-\lambda\left[\ln(v_sv_d)+2\gamma\right].$$

The resistive length is the gate length less a fixed amount at each end, where the barrier has already dropped by more than $e^{-\gamma}kT\approx0.56\,kT$. The Gaussian instead grows as $a^{-1/2}\propto e^{\ell/4}$, since a parabola knows nothing of the walls that end the flat top.

## Worked example

Take a silicon fin with $t_{si}=8$ nm, equivalent oxide thickness 1 nm, $L=25$ nm, relative permittivities 11.7 and 3.9, $T=300$ K, $V_s=0.5$ V and $V_{DS}=0.6$ V. The mode condition gives $\lambda=4.232$ nm; as a check, $\tan(0.945)\tan(0.236)\approx0.333=3.9/11.7$. Then $\ell=5.908$, and with $kT/q=25.85$ mV, $v_s=19.34$ and $v_d=42.55$. Since $\cosh\ell\approx\sinh\ell\approx184$,

$$a\approx\frac{\sqrt{2(19.34)(42.55)(184)-19.34^2-42.55^2}}{184}\approx2.98,$$

or $A=77$ mV. The top lies 10.8 nm from the source, displaced from mid-channel by the drain bias. With $e^aK_0(a)=0.6998$,

$$L_{\rm eff}=2(4.232)(0.6998)=5.92\ {\rm nm},\qquad L_G=4.232\sqrt{2\pi/2.98}=6.14\ {\rm nm}.$$

The Gaussian is 3.7% above the Bessel value. The omitted-tail bound is $2\times10^{-8}$ nm, because the barrier seen from the source is 0.423 eV, more than 16 $kT$.

For a source doping of $10^{20}$ cm$^{-3}$ the Fermi level lies 65 meV above the source band edge, and the top lies 358 meV above that level. This gives $n_{top}=2.69\times10^{13}$ cm$^{-3}$, about $10^{-6}N_c$, so the top is nondegenerate. With a rough mobility of 200 cm$^2$/Vs, $D=5.17$ cm$^2$/s. If the midplane density filled the body, the drift-diffusion current per unit fin height would be

$$\frac{qn_{top}t_{si}D}{L_{\rm eff}}=\frac{(1.602\times10^{-19})(2.69\times10^{13})(8\times10^{-7})(5.17)}{5.92\times10^{-7}}\ \frac{\rm A}{\rm cm},$$

which is 3.0 nA/µm. The drain factor differs from one by a negligible amount.

With the cross-section, $V_s$ and $V_{DS}$ held fixed, the gate length changes the result as follows.

| $L$ (nm) | $a$ | $L_{\rm eff}$ (nm) | $L_G$ (nm) |
|---|---|---|---|
| 15 | 9.38 | 3.42 | 3.46 |
| 25 | 2.98 | 5.92 | 6.14 |
| 40 | 0.508 | 12.8 | 14.9 |
| 60 | 0.048 | 28.0 | 48.5 |
| 100 | 0.0004 | 66.7 | 515 |

Quadrature over the finite channel agrees with the Bessel column to the digits shown. At 100 nm the long-channel formula subtracts $4.232[\ln(19.34\times42.55)+1.154]=33.3$ nm, which accounts for the 66.7 nm.

## Where drift-diffusion itself gives out

Electrons cannot cross the top faster than thermal injection allows. The ballistic flux is $\tfrac12n_{top}v_{inj}(1-e^{-qV_{DS}/kT})$, where $v_{inj}$ is the mean velocity of the forward-moving half of a Maxwellian. Take a fin whose faces and current lie along the cubic crystal axes. Averaged over its confined levels, with silicon masses of 0.19 and 0.916 electron masses, $v_{inj}=1.06\times10^7$ cm/s. Production fins usually run along a ⟨110⟩ direction, where $v_{inj}$ is lower. The ratio of the two fluxes is

$$\frac{F_{DD}}{F_{ball}}=\frac{2D}{v_{inj}L_{\rm eff}}=\frac{9.75\ {\rm nm}}{5.92\ {\rm nm}}=1.65.$$

The length $2D/v_{inj}$ serves as a mean free path. Drift-diffusion exceeds the ceiling by 65%, so its 3.0 nA/µm cannot stand. A simple interpolation adds the two resistances,

$$F=\frac{n_{top}(1-e^{-qV_{DS}/kT})}{L_{\rm eff}/D+2/v_{inj}},$$

and gives 1.1 nA/µm. This is an estimate and is not derived here; it does respect both limits. At a 100 nm gate and the same mobility the ratio falls to 0.15, and drift-diffusion becomes a reasonable description.

The field points the same way. One $kT$ below the top it is already 0.16 MV/cm, so constant mobility is doubtful on the drain side.

## Other neglected effects, for the same fin

**Variation across the body.** The mode makes the barrier lowering largest on the midplane. If the quasi-Fermi level is constant across the body, the density in the flux formula becomes the sheet density. Classically the sheet density at the top is 0.70 of the midplane density times the thickness, and the effective length is 6.2 nm. Together these reduce the drift-diffusion current to about 2.0 nA/µm. Quantum confinement raises the lowest levels and reduces the sheet density further at a given Fermi level; with hard walls the factor 0.70 becomes about 0.41. That reduction is not included in $n_{top}$.

**End conditions.** An end potential uniform across the body and falling linearly through the oxide excites the fundamental mode with a midplane weight of 1.15 instead of 1. That raises $a$ and shortens $L_{\rm eff}$ to about 5.55 nm. It also lowers the barrier by about $0.15A$, or 11 meV, which multiplies $n_{top}$ by about 1.6. The current is thus more sensitive than the length to errors in $A$.

**Screening by source and drain electrons.** With the potentials at the two junctions held fixed, adding the electron charge to the one-dimensional midplane equation at $V_{DS}=0$ lowers $a$ from 2.01 to 1.95 and lengthens $L_{\rm eff}$ from 7.1 to 7.2 nm. In two dimensions the reduction of $a$ is about 1.5% for mode-shaped end potentials and about 3.4% for uniform ones. The Bessel formula with the screened $a$ reproduces the screened length, because the electrons distort the ends of the barrier and leave the top a cosh.

**Tunnelling.** Treating the top as an inverted parabola with the light mass raises the thermionic flux by about 12%. The cosh barrier is thinner below its top, yet its exact thermal transmission with the same mass is slightly smaller, about 11%. Valleys with the heavy transport mass gain only about 2%, so the average over valleys is near 10%.

**Temperature.** At 358 K, with $A$ and $\lambda$ held fixed, $L_{\rm eff}$ is 6.4 nm. The current changes far more than the length, through $n_{top}$. If the top stays 358 meV above the source Fermi level, the Boltzmann factor alone grows by $\exp[358(1/25.85-1/30.85)]\approx9$, with the thermal energies in meV.

**Drain field.** The model field at the drain end is 2.6 MV/cm, large enough that junction leakage needs its own calculation. It is not contained in $L_{\rm eff}$. Such a field also depletes the drain itself. At a doping $N=10^{20}$ cm$^{-3}$ the depleted depth $\varepsilon_{si}E/(qN)$, with $\varepsilon_{si}$ the absolute permittivity, is about 1.7 nm, and half the field times this depth is a drop of about 0.2 V. The source loses a smaller amount. The example ignores both drops, which lower $V_s$, $V_d$ and $a$ and so reduce the current. A one-dimensional self-consistent estimate gives drops of about 0.19 V at the drain and 0.07 V at the source, a drain field near 2.1 MV/cm, $a\approx2.5$ and a current about 0.6 times as large. In a real device the junction potentials after these drops enter $A$ and $L_{\rm eff}$ only. The barrier height in $n_{top}$ is still measured from the neutral source, and the drain factor still contains the applied $V_{DS}$.

The cross-section, gate length and bias are of the rough size found in production silicon FinFETs. Real fins also have a top gate, graded junctions, spacers and a high-permittivity dielectric whose physical thickness enters the mode condition; these change $\lambda$, $V_s$ and the electrical length, and are not sized here. Among the corrections to the current sized here at 300 K, the largest are the breakdown of diffusive transport, a factor of about 2.6, and the loss of sheet density once confinement is included, a factor of about 2.5.

## Implementation

Solve the mode condition for its largest $\lambda$, check $V_d<V_s\cosh\ell$, and compute $a$. Evaluate $e^aK_0(a)$ with an exponentially scaled Bessel routine, since the separate factors overflow and underflow at large $a$. If the tail bound is not small compared with $L_{\rm eff}$, integrate over the finite channel instead. Finally compare $L_{\rm eff}$ with $2D/v_{inj}$ before trusting the current. The values of the worked example are in the numerical output.

## Calculated quantities

```
temperature 300 K, thermal voltage 25.852 mV
body 8.0 nm, oxide 1.0 nm, gate length 25.0 nm
relative permittivities: body 11.7, oxide 3.9
V_s 0.5 V, V_DS 0.6 V, V_d 1.10 V
v_s 19.341, v_d 42.550 (units of kT/q)
decay length lambda 4.2319 nm, gate/lambda 5.9075
cosh amplitude A 77.06 mV, a 2.9809
barrier top at 10.822 nm from source
barrier height from source 0.4229 eV
exp(a)*K0(a) 0.69984
L_eff Bessel 5.9234 nm
L_eff finite-channel quadrature 5.9234 nm
L Gaussian 6.1440 nm, Bessel/Gaussian 0.96409
bound on both omitted tails 1.74e-08 nm
shallow test: missing 0.00631, bound 0.00747 (lambda)
flux test: numerical 3.94744, formula 3.94741 (D/lambda)
a, quadrature/Gaussian, lower bound, upper bound:
  1  0.913149  0.875000  0.945312
  3  0.964290  0.958333  0.966146
  10  0.988139  0.987500  0.988203
  30  0.995909  0.995833  0.995911
long test, gate/lambda 30: quadrature 22.1331, limit 22.1327 (lambda)
gate nm, a, Bessel nm, quadrature nm, Gaussian nm:
  15  9.38160  3.420  3.420  3.463
  25  2.98095  5.923  5.923  6.144
  40  0.50839  12.815  12.815  14.877
  60  0.04786  28.037  28.037  48.487
  100  0.00042  66.734  66.734  515.060
mobility 200 cm2/Vs, diffusivity 5.170 cm2/s
source doping 1.0e+20 cm^-3, N_c 2.738e+19 cm^-3
source Fermi level above band edge 65.3 meV
density at top 2.691e+13 cm^-3, over N_c 9.83e-07
drift-diffusion current 3.011 nA per um fin height
injection velocity 1.061e+07 cm/s, mean free path 9.75 nm
drift-diffusion current / ballistic ceiling 1.646
current with both limits in series 1.138 nA/um
tunnelling factor on thermionic flux 1.1163
V_DS=0: a 2.0116, L_eff 7.1042 nm
V_DS=0 screened: a 1.9508, L_eff 7.2042 nm
  Bessel law with screened a 7.2043 nm
L_eff with barrier varying across body 6.2012 nm
sheet density / (midplane density x body) 0.6972
midplane weight of fundamental mode 1.1489
L_eff with that weight in a 5.5498 nm
second mode: lambda 1.1685 nm, relative decay to mid-channel 4.33e-04
field 1 kT below top 0.161 MV/cm
field at drain end 2.593 MV/cm
L_eff at 358 K, same A 6.4311 nm
```
